# Voltage Ramp and Growth Time of an Anodic Oxide Film

## Problem

A metal is made the anode in an electrolyte, and a compact oxide film grows on it. The film thickens at the steady rate \(v=0.5\) nm/s while the electric field inside it stays at \(F=0.8\) V/nm.

1. At what rate does the voltage across the film rise?
2. How long does the film take to reach 100 V, and how thick is it then?
3. What keeps the field constant, and what happens if the voltage is held instead of being allowed to rise?

The film is taken as flat, free of pores and free of space charge. \(F\) denotes the magnitude of the field, and \(U\) is the voltage across the film alone, which differs somewhat from the voltage at the cell terminals. The starting thickness is not given. It is set to zero at first and restored later. Lengths are in nm, voltages in V and times in s, the natural units of this problem.

## First estimate by scaling

The available quantities are the target voltage \(U\) (V), the field \(F\) (V/nm) and the growth rate \(v\) (nm/s). Seek a time of the form \(U^aF^bv^c\). Its unit is

\[
\mathrm{V}^{a+b}\,\mathrm{nm}^{-b+c}\,\mathrm{s}^{-c}.
\]

For this to be a second, we need \(c=-1\), then \(b=c=-1\), then \(a=-b=1\). Hence

\[
t\sim\frac{U}{Fv},
\]

with a numerical factor that units cannot supply. In the same way the ramp rate scales as \(Fv\) and the thickness as \(U/F\).

For a quick estimate, round the field to 1 V/nm and take the unknown factors as one. The ramp is then about 0.5 V/s, the thickness about 100 nm, and the time about \(100/0.5=200\) s.

## Exact solution

**Voltage and thickness.** Let \(x\) measure depth in the film and \(E\) the field magnitude. Without space charge, Poisson's equation reads \(dE/dx=0\), so the field is the same at every depth. The voltage is its integral over the thickness \(L\):

\[
U=\int_0^L E\,dx=EL .
\]

**Ramp rate.** Both factors may depend on time, so the product rule gives

\[
\frac{dU}{dt}=E\frac{dL}{dt}+L\frac{dE}{dt}.
\]

The problem states that \(E=F\) is constant, which removes the second term, and that \(dL/dt=v\). Therefore

\[
\frac{dU}{dt}=Fv=(0.8\ \mathrm{V/nm})(0.5\ \mathrm{nm/s})=0.4\ \mathrm{V/s},
\]

or 24 V/min.

**Time and thickness.** Let the film have thickness \(L_0\) at \(t=0\), already carrying the field \(F\). Integrating \(dL/dt=v\) gives \(L=L_0+vt\), so

\[
U=F(L_0+vt)
\quad\Longrightarrow\quad
t=\frac{U-FL_0}{Fv}.
\]

For \(L_0=0\),

\[
t=\frac{100\ \mathrm{V}}{0.4\ \mathrm{V/s}}=250\ \mathrm{s}=4.17\ \mathrm{min},
\qquad
L=\frac{U}{F}=\frac{100}{0.8}\ \mathrm{nm}=125\ \mathrm{nm}.
\]

The two results agree with the given growth rate, since \(0.5\times250=125\).

A metal exposed to air usually carries a thin native oxide. For a rough thickness of 2.5 nm, the film supports \(0.8\times2.5=2\) V as soon as the field is established. The remaining 98 V take \(98/0.4=245\) s, which is 5 s less. The final thickness is still 125 nm, because \(L=U/F\) does not depend on the starting point.

## Comparison of the two

The scaling estimate of 200 s lies 20% below the exact 250 s. The whole difference comes from rounding the field from 0.8 to 1 V/nm. The unknown numerical factor turns out to be one, because \(U=FL\) and \(L=vt\) hold with constant \(F\) and \(v\).

Scaling has a limit here, however. With a starting film there is a dimensionless ratio \(FL_0/U\), and units alone cannot reveal how the time depends on it. The exact solution supplies the factor \(1-FL_0/U\). Nor can scaling tell whether the field really stays constant. That depends on how ions move through the oxide and on how the power supply is run.

## Why the field stays constant

In the simplest model, ions of a single kind cross the oxide by hopping over energy barriers. In real anodic alumina both aluminium and oxygen ions move, so the law below is an effective description with fitted parameters, not a detailed mechanism. Let an ion have charge \(q\), let the barrier height without field be \(W\), and let \(a\) be the distance along the field from the ion's site to the top of the barrier. The field lowers the barrier for a forward hop by \(qaE\). The ionic current density is then

\[
J=i_0\exp\!\left(-\frac{W-qaE}{kT}\right),
\qquad i_0=qN\nu ,
\]

where \(N\) is the number of mobile ions per area in one layer, \(\nu\) the attempt frequency, \(k\) Boltzmann's constant and \(T\) the temperature. Backward hops face the barrier \(W+qaE\). Their rate relative to forward hops is \(\exp(-2qaE/kT)\), which is negligible at the field considered here.

Let \(i\) be the ionic current density at the field \(F\). Dividing \(J(E)\) by \(J(F)=i\) cancels \(i_0\) and \(W\):

\[
J=i\,e^{B(E-F)},\qquad B=\frac{qa}{kT}.
\]

If all the transported ions end up in the film, the growth rate is proportional to \(J\), so \(dL/dt=v\,e^{B(E-F)}\). With the rough values \(q=3e\), \(a=0.3\) nm and \(T=298\) K, \(B=35.05\) nm/V and \(BF=28.04\). Here and below, results from rough inputs carry extra digits only so that the arithmetic can be followed, not as a sign of accuracy. The growth rate is thus very sensitive to the field. Read in reverse, the field is very insensitive to the growth rate. Multiplying the ionic current by a factor \(f\) requires \(e^{B(E-F)}=f\), or

\[
E-F=\frac{\ln f}{B}.
\]

Ten per cent more current raises the field by \(\ln(1.1)/28.04=0.34\%\).

**Fixed current.** Suppose the power supply delivers the constant current density \(i\). Part of it moves ions, and the rest charges the film as a capacitor. With permittivity \(\varepsilon\),

\[
i=J+\varepsilon\frac{dE}{dt}
\quad\Longrightarrow\quad
\varepsilon\frac{dE}{dt}=i\left[1-e^{B(E-F)}\right].
\]

Below \(F\) the right side is positive and the field rises. Above \(F\) it is negative and the field falls. The field therefore settles at \(F\), and the thickness does not appear in the equation at all. This is why the field stays constant while the film grows.

The charging stage costs a little time. Since \(dL/dt=v\,e^{B(E-F)}\), the previous equation can be rearranged as

\[
\frac{dL}{dt}=v\left(1-\frac{\varepsilon}{i}\frac{dE}{dt}\right).
\]

Integrating from \(E=0\) and \(L=0\) to a time when \(E\) has settled at \(F\) gives

\[
L=v\left(t-\frac{\varepsilon F}{i}\right).
\]

Growth lags by \(\varepsilon F/i\), about 7 ms for a relative permittivity of 9 and the current density found below. Numerical integration of the charging and growth equations, starting from zero field and zero thickness, reaches 100 V at 250.007 s, in agreement with this delay. A continuum film of zero thickness is a formal starting point, but the delay does not depend on it.

**Imposed voltage ramp.** The supply may instead raise the film voltage at a fixed rate \(R\). From \(E=U/L\),

\[
\frac{dE}{dt}=\frac{1}{L}\left(\frac{dU}{dt}-E\frac{dL}{dt}\right)
=\frac{1}{L}\left[R-Ev\,e^{B(E-F)}\right].
\]

The product \(Ev\,e^{B(E-F)}\) increases with \(E\), so there is one field at which the bracket vanishes, and the film moves towards it from either side. For \(R=Fv=0.4\) V/s that field is \(F\). An integration starting from a 2.5 nm film at zero voltage gives 125.000 nm and 0.5000 nm/s after 250 s. The native film saves no time in this mode, since the supply dictates the voltage.

## What happens when the voltage is held

Suppose the ramp stops at 100 V and the voltage is held there. The film has thickness \(L_1=125\) nm at that moment, so \(U=FL_1\). After it has thickened by \(y\), its field differs from \(F\) by

\[
\frac{U}{L_1+y}-F=\frac{FL_1-F(L_1+y)}{L_1+y}
=-\frac{Fy}{L_1+y}\approx-\frac{Fy}{L_1},
\]

where the last form holds for \(y\ll L_1\). In the exponent of the growth law the dropped term is \(BFy^2/[L_1(L_1+y)]\), so there the condition is the stricter one \(BF(y/L_1)^2\ll1\). The growth law becomes

\[
\frac{dy}{dt}=v\,e^{-BFy/L_1}.
\]

Separate the variables and integrate from \(y=0\) at \(t=0\), with \(t\) now counted from the start of the hold:

\[
\int_0^y e^{BFy'/L_1}\,dy'=vt
\quad\Longrightarrow\quad
\frac{L_1}{BF}\left(e^{BFy/L_1}-1\right)=vt .
\]

Solving for the exponential and inserting its inverse in the growth law gives

\[
\frac{dy}{dt}=\frac{v}{1+BFvt/L_1}.
\]

After 10 s,

\[
\frac{dy}{dt}=\frac{0.5\ \mathrm{nm/s}}{1+28.04\times0.5\times10/125}=0.236\ \mathrm{nm/s}.
\]

Integration without the small-\(y\) approximation gives 0.239 nm/s. The approximate formula is slightly low because replacing \(L_1+y\) by \(L_1\) exaggerates the fall in field. The gap widens as the film thickens: the formula gives 0.0409 nm/s against 0.0457 nm/s after 100 s, and 0.0044 nm/s against 0.0058 nm/s after 1000 s. Growth has dropped to less than half its former rate within 10 s, although the film has thickened by only a few per cent. The relation \(dU/dt=Fv\) no longer applies: the voltage is constant, and the two terms of the product rule cancel.

## The numbers beside a real case

The given values lie in the regime of barrier alumina, the compact oxide grown on aluminium in near-neutral electrolytes. The field corresponds to 8 MV/cm, or \(1/0.8=1.25\) nm of oxide per volt, which is typical of such films. The current follows from Faraday's law. Each \(\mathrm{Al_2O_3}\) unit requires six electrons in the outer circuit, so with density \(\rho\), molar mass \(M\) and Faraday constant \(F_c\),

\[
i=\frac{6F_c\rho v}{M}.
\]

For the rough density 3.1 g/cm³, \(M=101.96\) g/mol and \(v=0.5\times10^{-7}\) cm/s, this gives \(i=0.880\) mA/cm² of true surface area, an ordinary anodizing current. It assumes that the whole ionic current forms oxide that stays in the film.

Current can be lost to film growth in two ways, and the consequence depends on what is held fixed. Let the total current be fixed at this value. If 5% of the transported ionic charge is lost as ions to the electrolyte, the field stays at \(F\), growth slows, and 100 V is reached \(250/0.95-250=13.2\) s later. If instead 5% of the current is carried by electrons, the ionic current and with it the field fall slightly as well, and 100 V is reached 13.6 s later. If the growth rate itself is prescribed, as in the problem, the same leakage does not alter the time. It raises the current needed.

The terminal voltage differs from \(U\) by electrode potentials and by the ohmic drop in the electrolyte. A constant offset of roughly 1 V shifts the moment at which the terminals show 100 V by \(1/0.4=2.5\) s. For aluminium against a hydrogen-evolving cathode the cell reaction is spontaneous by about 1.4 to 1.5 V. The film then carries more than the terminals show, by this amount less the cathode overpotential, and this offset makes the terminals reach 100 V later than the film. For a resistivity of 200 ohm cm and an electrode gap of 2 cm, the ohmic drop is

\[
(0.880\times10^{-3}\ \mathrm{A/cm^2})(200\ \Omega\,\mathrm{cm})(2\ \mathrm{cm})=0.35\ \mathrm{V}.
\]

This drop alone makes the terminals show 100 V about 0.9 s before the film carries it.

Heating acts through the hopping law. At fixed current, taking its logarithm gives \(W-qaE=kT\ln(i_0/i)\). With \(W\) and \(i_0\) independent of temperature, differentiation yields

\[
\frac{dE}{dT}=-\frac{k}{qa}\ln\frac{i_0}{i}.
\]

For \(N=10^{19}\) m⁻² and \(\nu=10^{13}\) s⁻¹, both rough, this is \(-2.81\) mV/(nm K). At 100 V the film dissipates \(iU=88.0\) mW/cm². If a stirred bath removes 0.1 W/(cm² K), the steady temperature rise is 0.88 K. The field falls by 0.31%, and the film must grow about 0.8 s longer to reach 100 V.

Space charge would make the field non-uniform. For a uniform charge density \(en\), Poisson's equation gives a difference \(enL/\varepsilon\) between the fields at the two faces. At 125 nm this difference reaches 1% of \(F\) for \(n=3.2\times10^{16}\) cm⁻³. If the current fixes the field at one face, the mean field, and with it the voltage at this thickness, changes by half as much, 0.5%. The present model does not predict \(n\), and this estimate is electrostatic only. At fixed \(N\) a 1% difference in field would make the hopping current differ by a factor \(e^{0.28}=1.3\) between the faces, so a steady current requires \(N\) to vary with depth. The charge of the \(N\) mobile ions themselves must be almost fully compensated by the surrounding oxide, since uncompensated it would exceed this \(n\) about a millionfold.

Two conditions limit the ramp itself. In acids that dissolve the oxide, pores can form. The compact layer beneath them then stops thickening, and at fixed current the voltage levels off. At high voltage the film breaks down. The limit depends strongly on the electrolyte. For a rough value of 400 V, the target of 100 V leaves a factor of four. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
given field: 0.8 V/nm = 8 MV/cm
given growth rate: 0.5 nm/s
target film voltage: 100 V
voltage ramp rate: 0.400 V/s = 24.0 V/min
time from zero thickness: 250.0 s = 4.17 min
final thickness: 125.0 nm
fixed-current integration, time: 250.007 s
fixed-current integration, ramp: 0.40000 V/s
time for field to reach 99 percent: 7.54 ms
imposed ramp, final thickness: 125.000 nm
imposed ramp, final growth rate: 0.5000 nm/s
rough temperature: 298 K
rough hop charge: 3 e
rough hop length: 0.3 nm
field coefficient B: 35.05 nm/V
product B*F: 28.04 (no unit)
field change for 10 percent more current: 0.34 percent
hold time at target voltage: 10 s
growth rate after hold, integrated: 0.239 nm/s
growth rate after hold, formula: 0.236 nm/s
rough oxide density: 3.1 g/cm3
molar mass of Al2O3: 101.96 g/mol
ionic current density: 0.880 mA/cm2
rough relative permittivity: 9 (no unit)
rough native film: 2.5 nm
time with native film: 245.0 s
time saved by native film: 5.0 s
rough electrode offset, magnitude: 1.0 V
time shift from offset, magnitude: 2.5 s
rough electrolyte resistivity: 200 ohm cm
rough electrode gap: 2 cm
ohmic drop in electrolyte: 0.35 V
delay in cell voltage terms, magnitude: 0.88 s
rough heat transfer: 0.1 W/(cm2 K)
heating power at target: 88.0 mW/cm2
temperature rise at target: 0.88 K
rough mobile-ion site density: 1e+19 1/m2
rough attempt frequency: 1e+13 1/s
field change per kelvin: -2.81 mV/(nm K)
field change from heating: -0.31 percent
delay from heating: 0.77 s
assumed current efficiency: 95 percent
delay at fixed total current: 13.6 s
charge density for 1 percent field difference: 3.18e+16 e/cm3
rough breakdown voltage: 400 V
breakdown voltage over target: 4.0 (no unit)
```
